\section*{Random fields and the squared Lorentzian in a scalar Gaussian paraelectric}

\section{What a single Lorentzian gets wrong}

Suppose that the polarization structure factor of a disordered paraelectric is described by one Lorentzian of the same height and half width. The height is converted into a susceptibility by the thermal fluctuation relation $S=k_BT\chi$, and the inverse half width is taken as the correlation length. If part of the polarization is frozen in by spatially uncorrelated random fields, both readings fail. The frozen part adds to $S$ but is no thermal fluctuation, so the susceptibility comes out too large; the frozen part is also narrower in wave number, so the correlation length comes out too long. In the example below the errors are 63\,\% and 21\,\% of the true values. The theorem separates the two parts, in wave number and in space.

\section{Model and theorem}

A scalar polarization $P(\mathbf r)$ in a periodic box of volume $V$ has the free energy
\begin{equation}
F=\int d^3r\left[\frac a2P^2+\frac g2|\nabla P|^2-hP\right],\qquad a,g>0. \label{F}
\end{equation}
The field $h(\mathbf r)$ is quenched: it does not change while $P$ fluctuates. Angle brackets denote the classical thermal average at fixed $h$, and an overbar the average over fields, with
\begin{equation}
\overline{h(\mathbf r)}=0,\qquad \overline{h(\mathbf r)h(\mathbf r')}=\Delta\,\delta(\mathbf r-\mathbf r'). \label{white}
\end{equation}
The conventions are
\begin{equation}
P_{\mathbf q}=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}P(\mathbf r),\quad
S(q)=\frac1V\overline{\langle|P_{\mathbf q}|^2\rangle},\quad
G(r)=\int\!\frac{d^3q}{(2\pi)^3}e^{i\mathbf q\cdot\mathbf r}S(q). \label{conv}
\end{equation}
In a large box $G(r)$ is the average of $P(\mathbf r_0+\mathbf r)P(\mathbf r_0)$. Write $K_q=a+gq^2$ and $\xi=\sqrt{g/a}$.

\paragraph{Theorem.} Under these assumptions
\begin{equation}
S(q)=\frac{k_BT}{a+gq^2}+\frac{\Delta}{(a+gq^2)^2}, \label{S}
\end{equation}
and for $r>0$ in three dimensions $G=G_{\rm th}+G_{\rm rf}$, with
\begin{equation}
G_{\rm th}(r)=\frac{k_BT}{4\pi g}\frac{e^{-r/\xi}}{r},\qquad
G_{\rm rf}(r)=\frac{\Delta\,\xi}{8\pi g^2}\,e^{-r/\xi}. \label{G}
\end{equation}

The fields need be neither weak nor Gaussian distributed for this quadratic model. Weakness matters when the model stands for a real paraelectric, whose free energy also has a quartic term.

\section{Proof in wave-number space}

\paragraph{Lemma 1.} At fixed $h$, $\langle P_{\mathbf q}\rangle=h_{\mathbf q}/K_q$, and the fluctuation about this mean has variance $Vk_BT/K_q$, whatever $h$ is.

\emph{Proof.} Insert $P=V^{-1}\sum_{\mathbf q}P_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ into \eqref{F}. Orthogonality of the plane waves gives $\int P^2d^3r=V^{-1}\sum|P_{\mathbf q}|^2$, and each gradient brings a factor $i\mathbf q$. Hence
\begin{align}
F&=\frac1V\sum_{\mathbf q}\left[\frac{K_q}{2}|P_{\mathbf q}|^2-\mathrm{Re}(h_{\mathbf q}^*P_{\mathbf q})\right]\nonumber\\
&=\frac1V\sum_{\mathbf q}\left[\frac{K_q}{2}\left|P_{\mathbf q}-\frac{h_{\mathbf q}}{K_q}\right|^2-\frac{|h_{\mathbf q}|^2}{2K_q}\right].
\end{align}
The last term does not contain $P$ and cancels from the Boltzmann average. The weight is therefore Gaussian about $h_{\mathbf q}/K_q$. Since $P$ is real, $P_{-\mathbf q}=P_{\mathbf q}^*$, so $\mathbf q$ and $-\mathbf q$ describe the same two real variables. With $P_{\mathbf q}-h_{\mathbf q}/K_q=x+iy$, the pair has energy $K_q(x^2+y^2)/V$. Equipartition gives $\langle x^2\rangle=\langle y^2\rangle=Vk_BT/(2K_q)$, and the sum is $Vk_BT/K_q$. For $\mathbf q=0$ there is one real variable with energy $K_0x^2/(2V)$, which gives the same variance. $\square$

\paragraph{Proof of \eqref{S}.} The mean square is the variance plus the squared mean:
\begin{equation}
\langle|P_{\mathbf q}|^2\rangle=\frac{Vk_BT}{K_q}+\frac{|h_{\mathbf q}|^2}{K_q^2}.
\end{equation}
From \eqref{white},
\begin{equation}
\overline{|h_{\mathbf q}|^2}=\int\! d^3r\,d^3r'\,e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}\Delta\,\delta(\mathbf r-\mathbf r')=V\Delta .
\end{equation}
Dividing by $V$ gives \eqref{S}. $\square$

\paragraph{Remark 1 (why the powers differ).} The susceptibility is $\chi_q=\partial\langle P_{\mathbf q}\rangle/\partial h_{\mathbf q}=1/K_q$. Thermal noise yields $k_BT\chi_q$. A frozen field yields a displacement $\chi_qh_{\mathbf q}$, whose square contains $\chi_q^2$. A dielectric measurement sees $\chi_q$ at $q\to0$ and, in this quadratic model, is blind to the second term of $S$.

\paragraph{Remark 2 (correlated fields).} If the field covariance is $C(\mathbf r-\mathbf r')$, the same calculation replaces $\Delta$ by the Fourier transform $\tilde C(\mathbf q)$. The static term is then a squared Lorentzian times $\tilde C$. In the extreme case of a field uniform over the sample, it vanishes for every $\mathbf q\neq0$.

\section{Proof in real space}

\paragraph{Lemma 2.} The inverse transform of $1/K_q$ is $f(r)=e^{-\kappa r}/(4\pi gr)$, with $\kappa=1/\xi$.

\emph{Proof.} The angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $\sin(qr)/(qr)$, so
\begin{equation}
f(r)=\frac{1}{2\pi^2r}\int_0^\infty\frac{q\sin qr}{a+gq^2}\,dq
=\frac{1}{4\pi^2gr}\,\mathrm{Im}\int_{-\infty}^{\infty}\frac{q\,e^{iqr}}{q^2+\kappa^2}\,dq .
\end{equation}
The second form uses that the integrand $q\sin qr/(q^2+\kappa^2)$ is even. For $r>0$ the contour is closed in the upper half plane, where the arc gives nothing by Jordan's lemma. The pole at $q=i\kappa$ gives
\begin{equation}
2\pi i\,\frac{i\kappa\,e^{-\kappa r}}{2i\kappa}=i\pi e^{-\kappa r},
\end{equation}
and hence $f=\pi e^{-\kappa r}/(4\pi^2gr)$, as stated. $\square$

\paragraph{Proof of \eqref{G}.} Multiplying $f$ by $k_BT$ gives $G_{\rm th}$. For the static part use
\begin{equation}
\frac{1}{(a+gq^2)^2}=-\frac{\partial}{\partial a}\frac{1}{a+gq^2}
\end{equation}
at fixed $g$. The derivative may be taken outside the radial integral because the differentiated integrand falls off as $q^{-3}$, uniformly for $a$ near its given positive value. From $\kappa=\sqrt{a/g}$ follows $\partial\kappa/\partial a=1/(2\sqrt{ag})=1/(2g\kappa)$, so
\begin{equation}
-\frac{\partial f}{\partial a}=\frac{1}{4\pi gr}\,r\,e^{-\kappa r}\,\frac{1}{2g\kappa}=\frac{\xi\,e^{-r/\xi}}{8\pi g^2}.
\end{equation}
The factor $r$ brought down by the exponential cancels the $1/r$. Multiplication by $\Delta$ gives $G_{\rm rf}$. $\square$

\paragraph{Remark 3 (the same result from point sources).} The frozen polarization is $\langle P(\mathbf r)\rangle=\int f(|\mathbf r-\mathbf s|)h(\mathbf s)\,d^3s$. Its correlation is therefore the overlap of the responses at two points to a common source, summed over sources. Let $s_1,s_2$ be the distances from the source to the two points, and set $s_1+s_2=r\mu$, $s_1-s_2=r\nu$. In these spheroidal coordinates $d^3s=(r^3/8)(\mu^2-\nu^2)\,d\mu\,d\nu\,d\phi$ and $s_1s_2=r^2(\mu^2-\nu^2)/4$, so
\begin{align}
G_{\rm rf}&=\frac{\Delta}{16\pi^2g^2}\int d^3s\,\frac{e^{-\kappa(s_1+s_2)}}{s_1s_2}
=\frac{\Delta}{16\pi^2g^2}\,\frac r2\,(2\pi)(2)\int_1^\infty e^{-\kappa r\mu}d\mu\nonumber\\
&=\frac{\Delta}{16\pi^2g^2}\,\frac{2\pi e^{-\kappa r}}{\kappa}=\frac{\Delta\,\xi\,e^{-r/\xi}}{8\pi g^2}.
\end{align}
Each source polarizes a region of size $\xi$, which correlates points that share it.

\section{Which part dominates, and where}

Let $R=\Delta/(ak_BT)$, the ratio of the static to the thermal term at $q=0$. At other wave numbers the ratio is $R/(1+q^2\xi^2)$, so for $R<1$ the thermal term is larger at every $q$. In space, with $g=a\xi^2$,
\begin{equation}
\frac{G_{\rm rf}}{G_{\rm th}}=\frac{\Delta\,\xi\,r}{2gk_BT}=\frac{R\,r}{2\xi},\qquad r^*=\frac{2\xi}{R}. \label{rstar}
\end{equation}
Beyond $r^*$ the static correlation is the larger one, even when $R<1$. The two statements do not conflict, because $S$ at each $q$ collects $G$ from all distances. At $q=0$, for example, $S(0)=\int G\,d^3r$, and for $R<1$ the thermal excess inside $r^*$ outweighs the static excess outside it.

\paragraph{Corollary (half width).} Put $y=1+q^2\xi^2$. Then $S=(k_BT/a)(1/y+R/y^2)$, and half the peak height is reached when
\begin{equation}
\frac1y+\frac R{y^2}=\frac{1+R}{2}\;\Longrightarrow\;(1+R)y^2-2y-2R=0 .
\end{equation}
The positive root is
\begin{equation}
y=\frac{1+\sqrt{1+2R(1+R)}}{1+R},\qquad q_{1/2}=\frac{\sqrt{y-1}}{\xi}. \label{hw}
\end{equation}
For $R\to0$, $y=2$ and $q_{1/2}=1/\xi$. For $R\to\infty$, $y=\sqrt2$ and $q_{1/2}=0.64/\xi$. For every $R>0$ one has $y<2$, because $1+2R+2R^2<(1+2R)^2$. The length $1/q_{1/2}$ read from a single Lorentzian therefore exceeds $\xi$.

\section{When are the fields weak?}

Add $bP^4/4$ with $b>0$, and write $P=m+\varphi$, where $m$ is the frozen mean of the quadratic model. The terms even in $\varphi$ that depend on it are
\begin{equation}
\frac{3b}{2}m^2\varphi^2+\frac b4\varphi^4 .
\end{equation}
To first order in $b$, the odd terms shift the mean but not the variance about it. In $\varphi^4$ there are six ways to choose the pair that is averaged, so it acts on the variance as $6\langle\varphi^2\rangle\varphi^2$. The sum is $\tfrac{3b}2(m^2+\langle\varphi^2\rangle)\varphi^2$, and since $K_q$ multiplies $\varphi^2/2$, the field average raises the stiffness of the thermal part by
\begin{equation}
\delta a=3b\,[\,G_{\rm th}(0)+G_{\rm rf}(0)\,]. \label{shift}
\end{equation}
Here $G_{\rm th}(0)$ needs a lattice cutoff, whereas $G_{\rm rf}(0)=\Delta\xi/(8\pi g^2)$ is finite. The fields are weak when their share is small against $a$. With $1/a=\xi^2/g$ this reads
\begin{equation}
\frac{3bG_{\rm rf}(0)}{a}=\frac{3b\,\Delta\,\xi^3}{8\pi g^3}\ll1 .
\end{equation}
At fixed $\Delta$, $b$ and $g$ the left side grows as $\xi^3$. However small $\Delta$ is, the condition fails close enough to $a=0$. In the same limit and at fixed temperature, $R\propto\xi^2$ grows and $r^*\propto1/\xi$ shrinks: softening favours the static part until the quadratic model breaks down.

\section{Where the scalar model applies in a ferroelectric}

Polarization is a vector and carries bound charge. In a cubic crystal without free charge, let $\varepsilon_b$ be the permittivity of everything but the soft mode. The internal field $\mathbf E$ is parallel to $\mathbf q$, and $\mathbf q\cdot(\varepsilon_0\varepsilon_b\mathbf E+\mathbf P)=0$, so $\mathbf E=-\hat{\mathbf q}(\hat{\mathbf q}\cdot\mathbf P)/(\varepsilon_0\varepsilon_b)$. Take the gradient energy density as $\tfrac g2\sum_i|\nabla P_i|^2$. The longitudinal component then has the stiffness $K_q+D$ with $D=1/(\varepsilon_0\varepsilon_b)$, and the two transverse components keep $K_q$. Isotropy alone would also allow a term in $(\nabla\cdot\mathbf P)^2$, which changes the gradient coefficient of the longitudinal component. For random fields with independent Cartesian components of equal strength $\Delta$,
\begin{equation}
S_{\mathbf P\cdot\mathbf P}(q)=2S(q)+\frac{k_BT}{K_q+D}+\frac{\Delta}{(K_q+D)^2}.
\end{equation}
The correlation of $\mathbf P(0)\cdot\mathbf P(\mathbf r)$ is thus $2G(r)$ plus a longitudinal part of the same form with the shorter length $\xi_L=\sqrt{g/(a+D)}$.

\paragraph{Remark 4 (one Cartesian component).} The transverse part of $S_{zz}$ is $(1-q_z^2/q^2)S(q)$. Since $-q_z^2$ corresponds to $\partial_z^2$, its transform is $G+\partial_z^2\Phi$, where $\Phi$ is the transform of $S/q^2$. The identities
\begin{equation}
\frac{1}{q^2K_q}=\frac1a\left[\frac1{q^2}-\frac g{K_q}\right],\qquad
\frac1{q^2K_q^2}=\frac1a\left[\frac1{q^2K_q}-\frac g{K_q^2}\right]
\end{equation}
show that $\Phi=S(0)/(4\pi r)$ up to terms containing $e^{-r/\xi}$. On the $z$ axis $\partial_z^2(1/r)=2/r^3$, so the transverse part tends to $S(0)/(2\pi r^3)$. The longitudinal part of $S_{zz}$ is $(q_z^2/q^2)S_L(q)$, where $S_L$ is $S$ with $a$ replaced by $a+D$. The same steps, with the opposite sign, give it the tail $-S_L(0)/(2\pi r^3)$. At large distance on the $z$ axis, therefore,
\begin{equation}
G_{zz}\to\frac{S(0)-S_L(0)}{2\pi r^3},\qquad S_L(0)=\frac{k_BT}{a+D}+\frac{\Delta}{(a+D)^2}.
\end{equation}
Perpendicular to the $z$ axis the tail has half this size and the opposite sign. At an angle $\theta$ to the $z$ axis the tail is proportional to $3\cos^2\theta-1$. It outlives the exponentials except where $\cos^2\theta=1/3$, where it vanishes. The laws \eqref{G} apply to the scalar product, not to one component.

\section{Example: parameters of a relaxor at high temperature}

The values are rough and lie in the regime of lead magnesium niobate near $T=650$\,K: soft-mode susceptibility 1000, $g=0.020$\,(MV/cm)\,nm$^2$/($\mu$C/cm$^2$), and a field of 1\,MV/cm rms, independent from one cubic cell of edge $\ell=0.40$\,nm to the next. With lengths in nm, fields in MV/cm and polarizations in $\mu$C/cm$^2$, the energy unit is $10^{6}\,\mathrm{J/m^3}\times10^{-27}\,\mathrm{m^3}=10^{-21}$\,J. In these units $k_BT=8.974$ and $a=1/(1000\,\varepsilon_0)=0.01129$. For wavelengths long against the cell, $\Delta$ is the field variance times the cell volume:
\begin{align}
\Delta&=1^2\times0.40^3=0.064,\qquad
\xi=\sqrt{0.020/0.01129}=1.33\ \mathrm{nm},\nonumber\\
R&=\frac{0.064}{0.01129\times8.974}=0.63 .
\end{align}
Equations \eqref{S} and \eqref{G} give, with $S$ in $(\mu\mathrm{C/cm^2})^2\,\mathrm{nm^3}$ and $G$ in $(\mu\mathrm{C/cm^2})^2$:
\begin{center}
\begin{tabular}{ccc|ccc}
$q$ (nm$^{-1}$) & thermal $S$ & static $S$ & $r$ (nm) & $G_{\rm th}$ & $G_{\rm rf}$\\
0 & 795 & 502 & 1 & 16.8 & 4.00\\
0.5 & 551 & 241 & 2 & 3.97 & 1.88\\
1 & 287 & 65 & 4 & 0.442 & 0.419\\
2 & 98 & 7.7 & 8 & 0.011 & 0.021
\end{tabular}
\end{center}
The thermal term is larger at every $q$, yet the static correlation overtakes it at $r^*=2\times1.33/0.63\approx4.2$\,nm. Reading $S(0)/k_BT$ as a susceptibility overstates it by the fraction $R$, or 63\,\%. Equation \eqref{hw} gives $y=1.69$ and $q_{1/2}=0.622$\,nm$^{-1}$, hence an apparent length of 1.61\,nm, 21\,\% above $\xi$. The frozen variance $G_{\rm rf}(0)=8.47$ corresponds to an rms polarization of $2.9\,\mu$C/cm$^2$ (0.029\,C/m$^2$) in the scalar continuum model; keeping only wave vectors in the first Brillouin zone of the cubic lattice changes the variance to 7.6 with the parabolic $K_q$, but to 9.0 with a nearest-neighbour lattice dispersion, in which $gq^2$ is replaced by $(2g/\ell^2)\sum_i(1-\cos q_i\ell)$. One Cartesian component of the vector model has about two thirds of this variance, because the three components share two transverse branches and a longitudinal one that adds little.

\paragraph{Size of what is left out.} Take $b=10^{-5}$\,(MV/cm)/($\mu$C/cm$^2$)$^3$, a rough assumed value, and the scalar estimate \eqref{shift}. The random fields shift the stiffness by $3\times10^{-5}\times8.47/0.01129=2.3\,\%$ of $a$, so they are weak. The thermal share is not small. A cutoff sphere with one mode per cell has radius $\Lambda=(6\pi^2)^{1/3}/\ell=9.74$\,nm$^{-1}$, and
\begin{equation}
G_{\rm th}(0)=\frac{k_BT}{2\pi^2g}\left[\Lambda-\frac1\xi\arctan(\Lambda\xi)\right]
\end{equation}
gives an rms value of $14\,\mu$C/cm$^2$ and a shift of 52\,\% of $a$. These figures depend on the short-wave description: the nearest-neighbour lattice dispersion gives $16\,\mu$C/cm$^2$ and 68\,\%. The stiffness must therefore be taken as the effective one, read from the susceptibility at the temperature of use. That absorbs a uniform shift; it does not prove that higher orders in $b$ are small.

With $\varepsilon_b=6$, also rough, $D/a=1000/6=167$. The longitudinal thermal term at $q=0$ is 0.6\,\% of a transverse one. At $r=0$ the longitudinal static correlation is $\xi_L/\xi=7.7\,\%$ of a transverse one, with $\xi_L=0.10$\,nm. This length is below the cell size, so the ratio is a continuum figure only; with wave vectors restricted to the first Brillouin zone it falls to 1.5\,\% for the parabolic $K_q$ and 1.7\,\% for the lattice dispersion. The dipolar tail matters far more: at $r=5\xi=6.65$\,nm, numerical quadrature of the transverse transform gives an on-axis $G_{zz}$ of 0.65, against 0.093 for the scalar $G$.

A field constant within each cell is not strictly uncorrelated. Its covariance, averaged over the position of the cell walls, is the field variance times the probability that both points share a cell. For $\mathbf q$ along a cube axis this lowers the static $S$ at $q=2$\,nm$^{-1}$ from 7.7 to 7.3. The frozen variance is then multiplied by the mean of $e^{-d/\xi}$, where $d$ is the distance between two random points in one cell. Gauss--Legendre quadrature gives 0.82, which lowers the rms value from 2.9 to $2.6\,\mu$C/cm$^2$. For a soft mode of energy $\hbar\omega=10$\,meV at $q=0$, a rough assumed value, the quantum variance of that mode exceeds the classical one by $x\coth x-1=0.3\,\%$, with $x=\hbar\omega/(2k_BT)$. The excess grows with $q$ as the mode stiffens. If $\omega^2$ is proportional to $K_q$, it is 2\,\% at $q=2$\,nm$^{-1}$ and 16\,\% for the local thermal variance, which collects all modes up to the cutoff $\Lambda$; the thermal shift of 52\,\% then becomes 60\,\%. For a real crystal these two figures are likely too high, because the assumed law puts the mode at 130\,meV at the cutoff, above the phonon energies of perovskite oxides, which end near 100\,meV. If the mode energy follows the same law but levels off at 50\,meV, the local excess is 5\,\% and the shift 55\,\%.

\paragraph{The real crystal.} In lead magnesium niobate, Mg$^{2+}$ and Nb$^{5+}$ share one sublattice with incomplete order, which is a source of quenched fields. The susceptibility, the correlation length and the field strength used here are rough assumptions, not fitted values. Halving the susceptibility at fixed $g$ and $\Delta$ lowers the two reading errors from 63\,\% and 21\,\% to about 32\,\% and 13\,\%. The assumption most open to doubt is that of isotropic uncorrelated fields. In a continuum description, the Coulomb field of fixed charges in a uniform background is the gradient of a potential, so $\mathbf h_{\mathbf q}$ is parallel to $\mathbf q$ and drives the longitudinal branch alone. If all random fields were of this kind, the transverse static term, 502 at $q=0$ in the table, would be zero. The $\Delta$ used here must therefore stand for short-range forces from the local chemical surroundings. The longitudinal static polarization driven by charge disorder is left out of the example; for charges placed at random (variance $2e^2$ per cell, $\varepsilon_b=6$, cutoff $\Lambda$) the same continuum model gives it an rms value near $50\,\mu$C/cm$^2$, which shifts the stiffness by roughly two to seven times $a$, depending on how the variance is shared among the components, and so breaks the weak-field condition unless chemical order screens the charges, and the small longitudinal share found above holds only for the assumed isotropic fields. The gradient energy of a real cubic crystal is also anisotropic, which makes the widths depend on the direction of $\mathbf q$; the single $g$ used here cannot describe that.
